Nuclear stopping of 50 keV arsenic in silicon, in laboratory units

**Problem**

An arsenic ion (Z₁ = 33, M₁ = 74.92 u) enters silicon (Z₂ = 14, M₂ = 28.09 u, cubic lattice constant a_L = 0.5431 nm, eight atoms per cell) with kinetic energy E = 50 keV. It loses energy by elastic collisions with whole atoms; this is nuclear stopping. Ziegler, Biersack and Littmark (ZBL) describe each collision by the screened Coulomb potential

V(r) = (K/r) φ(r/a),  K = Z₁Z₂e²,

a = 0.8853 a₀ / (Z₁^0.23 + Z₂^0.23),

φ(x) = 0.1818 exp(−3.2x) + 0.5099 exp(−0.9423x) + 0.2802 exp(−0.4029x) + 0.02817 exp(−0.2016x).

Here e² stands for the squared elementary charge divided by 4πε₀, which is 1.43996 eV nm, and a₀ = 0.052918 nm is the Bohr radius. The stopping that follows from this potential is given in dimensionless form by the fit

s(ε) = ln(1 + 1.1383ε) / { 2[ε + 0.01321 ε^0.21226 + 0.19593 ε^0.5] },  ε ≤ 30,

where ε is a reduced energy. Both are taken as given here: the potential is a fitted general form, and s(ε) is a fit to the stopping computed from it.

(a) Find ε and the factor that turns s into a stopping cross section S in eV nm² per atom.
(b) Find the mean energy loss per nanometre of path.
(c) Decide how far this number describes a real ion.

Assume that the silicon atoms are at rest, free and randomly placed, and that the ion meets them one at a time. Energy loss is counted as positive.

**Hints**

1. Work in the centre-of-mass frame, where an elastic collision turns the velocities without changing their lengths. What is the recoil speed of the target atom in the laboratory?

2. The cross section S is the energy transfer T(b) integrated over the area 2πb db of each ring of impact parameter b. How many atoms per unit area does a layer of thickness dx present?

3. Write the scattering angle as an integral over r and measure all lengths in units of a. Which single combination of energy, charges and masses is left?

4. Define s as ε times the dimensionless integral that remains. The energy then cancels from the prefactor.

5. Use eV and nm throughout. Convert at the end with 1 nm² = 10⁻¹⁴ cm².

6. For part (c), compare the mean loss with the largest loss possible in one collision.

**Solution**

*Energy transfer in one collision.* Let v be the ion's speed. The centre of mass moves with speed

V_c = v M₁/(M₁ + M₂).

In its frame the target atom first moves backwards with speed V_c. The collision turns this velocity through the angle θ and keeps its length. Returning to the laboratory means adding the centre-of-mass velocity, so the recoil velocity is the difference of two vectors of length V_c with angle θ between them. Its length is 2V_c sin(θ/2), and the energy given to the atom is

T = ½M₂ · 4V_c² sin²(θ/2) = 2M₂v² [M₁²/(M₁ + M₂)²] sin²(θ/2).

With M₁v² = 2E this becomes

T = γE sin²(θ/2),  γ = 4M₁M₂/(M₁ + M₂)².

A head-on collision has θ = π and transfers γE = 39.67 keV, about four fifths of the ion's energy.

*From one collision to a loss per length.* A layer of thickness dx with N atoms per volume holds N dx atoms per area. The mean number of atoms met at impact parameters between b and b + db is therefore N dx · 2πb db. Each takes T(b), so the mean loss is

dE = N S dx,  S = ∫₀^∞ T(b) 2πb db.

*The scattering angle depends on one energy variable.* The relative motion has the reduced mass μ = M₁M₂/(M₁ + M₂), the initial speed v and the energy

E_c = ½μv² = E M₂/(M₁ + M₂).

Its angular momentum is μvb. If ψ is the polar angle, then μr² dψ/dt = μvb, and the rotational energy is μv²b²/(2r²) = E_c b²/r². Energy conservation reads

½μ(dr/dt)² = E_c [1 − V(r)/E_c − b²/r²].

Since E_c = ½μv², the radial speed is v times the square root of the bracket. Dividing dψ/dt = vb/r² by this speed gives dψ/dr. The way in and the way out sweep equal angles, and an undeflected particle sweeps π in total, so

θ = π − 2b ∫ dr / { r² [1 − V(r)/E_c − b²/r²]^½ },

with r running from the closest approach, where the bracket vanishes, to infinity.

Now put r = ax and b = aβ. The factor b dr/r² becomes β dx/x², the term b²/r² becomes β²/x², and

V/E_c = Kφ(x)/(a x E_c) = φ(x)/(εx),

ε = aE_c/K = aE M₂ / [K(M₁ + M₂)].

For a given φ, the angle depends on β and ε alone. The reduced energy has a plain meaning: K/E_c is the closest head-on approach of two unscreened charges, and ε is the screening length divided by that distance.

*The prefactor.* With b db = a²β dβ the cross section becomes

S = πa²γE J(ε),  J(ε) = ∫₀^∞ sin²(θ/2) 2β dβ.

The reduced stopping is defined as s = εJ, so S = πa²γE s/ε. Inserting γ and 1/ε gives

S = πa² · [4M₁M₂E/(M₁ + M₂)²] · [K(M₁ + M₂)/(aE M₂)] · s.

One factor a, the energy E, the mass M₂ and one factor (M₁ + M₂) cancel:

S = 4πaK [M₁/(M₁ + M₂)] s(ε).

The reduced energy carries M₂ in its numerator because the heavier the target, the larger the share of E available in the centre-of-mass frame. The prefactor carries M₁ because the M₂ in γ has been cancelled by the one in ε.

*A limit that tests the factors.* At high energy most collisions are gentle. An ion passing a bare charge on a nearly straight line at distance b gives it the sideways momentum 2K/(bv), which is the Coulomb force integrated over the passage. The atom then has the energy

T = (2K/(bv))²/(2M₂) = 2K²/(M₂v²b²) = K²M₁/(M₂E b²),

where v² = 2E/M₁ was used. Integrating over rings gives

S ≈ 2πK² [M₁/(M₂E)] ln(b_max/b_min).

Screening ends the integral near b_max ≈ a. The straight-line picture fails near b_min ≈ K/E_c = a/ε. The logarithm is therefore ln ε, up to a constant beside it.

If the formula of the fit is continued beyond ε = 30, it tends to s ≈ ln ε/(2ε) for large ε, up to a constant beside the logarithm. The derived prefactor then gives

S ≈ 4πaK [M₁/(M₁ + M₂)] · [K(M₁ + M₂)/(2aE M₂)] ln ε = 2πK² [M₁/(M₂E)] ln ε.

The two results agree, including the factor 2π and both masses.

*Part (a): numbers.* The screening length is

a = 0.8853 × 0.052918 nm / (2.2349 + 1.8349) = 0.01151 nm.

The charges give K = 33 × 14 × 1.43996 eV nm = 665.3 eV nm. The centre-of-mass energy is

E_c = 50 keV × 28.09/103.01 = 13.635 keV,

and so

ε = 0.01151 × 13635/665.3 = 0.2359.

Since ε is below one, the unscreened approach distance K/E_c is about 4.2 screening lengths. Even a head-on collision is governed by the screened part of the potential, and the high-energy formula must not be used here.

The numerator of the fit is ln(1 + 1.1383 × 0.2359) = 0.2379. The denominator is

2[0.2359 + 0.0097 + 0.0952] = 0.6816,

so s = 0.2379/0.6816 = 0.3490. The prefactor is

4π × 0.01151 nm × 665.3 eV nm × 74.92/103.01 = 69.99 eV nm²,

with the unrounded a. The stopping cross section follows:

S = 69.99 × 0.3490 eV nm² = 24.43 eV nm² = 2.443 × 10⁻¹³ eV cm².

The same conversion is often written with its constants collected:

ε = 32.53 M₂E / [Z₁Z₂(M₁ + M₂)(Z₁^0.23 + Z₂^0.23)],  E in keV,

S = 8.462 × 10⁻¹⁵ Z₁Z₂M₁ s / [(M₁ + M₂)(Z₁^0.23 + Z₂^0.23)] eV cm².

In the present derivation, with the unrounded factor (9π²/128)^(1/3) = 0.88534, the first coefficient is 0.88534a₀/e² = 32.54 per keV (32.53 with 0.8853). The second is 4π × 0.88534a₀e² = 0.8478 eV nm², or 8.478 × 10⁻¹⁵ eV cm² (8.477 × 10⁻¹⁵ with 0.8853). The customary second coefficient is 0.2 % smaller, which does not matter here.

*Part (b): the loss.* The atomic density is

N = 8/(0.5431 nm)³ = 49.94 nm⁻³.

The mean nuclear energy loss is

N S = 49.94 nm⁻³ × 24.43 eV nm² = 1220 eV/nm ≈ 1.2 keV/nm,

or 1.2 × 10¹⁰ eV/cm. In one nanometre the ion loses on average about 2.4 % of its energy. The loss rate also depends only weakly on energy (Variation 1), so treating E as constant over that length is justified for the mean.

The fit can be compared with the potential it represents. Direct integration of T(b) over b gives s = 0.3484 and a loss of 1.218 keV/nm, so the fit lies 0.17 % above the integral. At 200 keV it lies 0.81 % above. These differences measure the fit, not the truth of the ZBL potential.

*Part (c): reading the number.*

The value is a mean over many ions. Collisions at different impact parameters are independent, and the number in each ring follows Poisson statistics, whose variance equals its mean. Each collision in a ring contributes T, so the variance of the loss over a path x is

Ω² = N x ∫₀^∞ T² 2πb db.

For x = 1 nm and fixed energy this gives Ω = 4.15 keV, more than three times the mean. Rare close collisions, which can take up to 39.67 keV, carry much weight in T². The mean grows as x and the spread as √x. At fixed energy they become equal at x = (4.15/1.22)² nm ≈ 12 nm. By then the mean loss is about 14 keV, so the energy is no longer fixed. An ion that has already lost much energy cannot lose as much again, the spread grows more slowly than √x, and the crossing comes somewhat earlier, near 10 nm. An individual ion therefore does not lose 1.2 keV in each nanometre.

The value leaves out the energy given to electrons. The Lindhard-Scharff estimate for slow ions is

S_e = Z₁^(1/6) · 8πe²a₀ Z₁Z₂ / (Z₁^(2/3) + Z₂^(2/3))^(3/2) · v/v₀,

with v₀ the Bohr speed. Here v/v₀ = 0.164, and N S_e = 0.20 keV/nm. This is 16 % of the nuclear loss and brings the total to about 1.4 keV/nm. The formula is quoted as an estimate and not derived here.

The loss is counted along the path, which bends. In the centre-of-mass frame the ion has speed vM₂/(M₁ + M₂) in some direction; adding V_c = vM₁/(M₁ + M₂) gives its laboratory velocity. Because M₁ > M₂, the largest laboratory deflection θ_L occurs when the final velocity is tangent to the circle of possible end points, so

sin θ_L,max = M₂/M₁ = 0.375,  θ_L,max = 22°.

One collision cannot turn the ion back. Successive deflections have random azimuths, so their mean cosines multiply, and the mean direction decays as exp(−x/λ) with

1/λ = N ∫₀^∞ (1 − cos θ_L) 2πb db.

At a fixed 50 keV, λ = 258 nm. Over the first few nanometres, path and depth nearly coincide on average.

*Beside a real implant.* Arsenic at some tens of keV is a familiar choice for n-type source and drain regions; very shallow junctions call for energies of a few keV. The 50 keV used here is thus a realistic value, though not one for the shallowest junctions. One assumption at odds with a wafer is the random placement of atoms, since the wafer starts as a crystal. Tilting it by several degrees away from a major axis is a usual way to reduce channelling, but does not guarantee its absence. Variation 2 shows how far a perfectly channelled path would move the number.

**Variation 1: the path to half the energy**

*If the ion lost energy steadily at the mean rate, over what path would it slow from 50 to 25 keV?*

The loss depends on energy through s(ε) alone, because the prefactor of S contains no energy. The fit vanishes at both ends: as ln ε/(2ε) for large ε, and as 43 ε^0.788 for ε → 0, where the term 0.01321 ε^0.21226 dominates the denominator. This limit is approached very slowly: at ε = 10⁻⁵, about 2 eV for this pair, the fit is still only 65 % of it. There must be a maximum between. The computed losses are

10 keV: 0.946 keV/nm
25 keV: 1.137 keV/nm
50 keV: 1.220 keV/nm
100 keV: 1.216 keV/nm

Since the value at 50 keV exceeds those at 25 and 100 keV, a maximum lies between these two energies. Doubling the implant energy from 50 keV hardly changes the initial nuclear loss.

In the continuous slowing-down picture, which replaces random losses by their mean, the path is

L = ∫ dE/(N S),  from 25 to 50 keV.

The trapezoidal rule with the two end values gives

L ≈ 25 keV × ½(1/1.137 + 1/1.220) nm/keV = 21.2 nm.

The full integral gives 21.0 nm. This is not the average path at which real ions first fall below 25 keV. That average is longer, because a single large loss often carries an ion well past 25 keV, and the energy lost beyond this mark does not shorten the path to it.

Electronic loss shortens the path. It is proportional to speed, hence to √E, and falls from 0.201 keV/nm at 50 keV to 0.201/√2 = 0.142 keV/nm at 25 keV. The total losses are then 1.421 and 1.279 keV/nm, and the same rule gives

L ≈ 25 × ½(1/1.279 + 1/1.421) nm = 18.6 nm,

against 18.4 nm from the full integral. Leaving out the electrons makes the path about 14 % too long, relative to the value with both losses.

With λ held at its 50 keV value, the mean direction cosine after 18.4 nm is exp(−18.4/258) = 0.93. Averaged along the path, the ratio of depth to path is (258/18.4)[1 − exp(−18.4/258)] = 0.965. Since λ shrinks as the ion slows, both figures understate the bending somewhat; it remains a correction of a few percent to the depth over this part of the path. This does not settle the final depth, since λ changes as the ion slows.

**Variation 2: a path down the centre of a channel**

*What is the nuclear loss if the ion travels straight along [001], midway between the atom rows?*

Seen along [001], the eight atoms of the silicon cell project onto eight separate points, each the end of a row with one atom per length a_L. The rows form a square lattice of side a_L/√8. The centre of a square is at half its diagonal from the corners:

d = (a_L/√8)/√2 = a_L/4 = 0.1358 nm.

This is nearly twelve screening lengths. If each atom still recoils as a free atom, the loss per length is the sum over rows

dE/dx = (1/a_L) Σ T(d_row).

Four rows lie at 0.1358 nm and the next at about 0.30 nm. The sum gives 1.56 eV/nm, nearly 800 times less than the loss in random silicon. Each of the four nearest atoms receives at most

1.56 eV/nm × 0.5431 nm/4 = 0.21 eV.

So small a transfer cannot free an atom from bonds of a few eV; it only sets the atom vibrating. The free-atom formula still gives the energy transferred, because the ion passes in about a femtosecond, while even the fastest lattice vibrations of silicon have periods of about 60 fs. The bonds hardly act during so short a push. The 1.56 eV/nm shows that nuclear loss almost disappears in this model; it is not a precise value, since it relies on the general ZBL potential at nearly twelve screening lengths. Electronic loss then dominates: even a tenth of the earlier estimate, about 20 eV/nm, would exceed it.

The row picture also returns the random result. Averaging over all entry points on the cell face, of area a_L², gives

(1/a_L²) · 8 · (1/a_L) ∫ T(b) 2πb db = (8/a_L³) S = N S.

Carried out numerically for straight paths, this average is 1.218 keV/nm, equal to the direct-integral value in part (b). For straight paths, a uniform spread of entry points thus recovers the random-target mean, whereas an ion held near the channel centre avoids the close collisions that supply most of it. This does not mean that a beam aligned with [001] loses energy as in random silicon. Real paths bend: an ion deflected by the first atom of a row tends to miss the atoms behind it. Thermal vibration, misalignment and damage disturb such a path, so 1.56 eV/nm should not be applied to a whole implant. The numerical output lists the values used here.

Values computed for the example and the checks

```
Ion: Z1 = 33, M1 = 74.92 u
Target: Z2 = 14, M2 = 28.09 u
Ion energy: 50 keV
Lattice constant of Si: 0.5431 nm
e2: 1.43996 eV nm
Bohr radius: 0.052918 nm
Thomas-Fermi factor: 0.8853
Z1^0.23: 2.2349
Z2^0.23: 1.8349
Screening length a: 0.01151 nm
Centre-of-mass energy: 13.635 keV
Largest transfer: 39.67 keV
Coefficient of eps: 32.536 per keV
Coefficient of S: 8.4776e-15 eV cm2
Reduced energy eps: 0.2359
Fit numerator: 0.2379
Fit denominator: 0.6816
Reduced stopping s, fit: 0.3490
Reduced stopping s, direct integral: 0.3484
Prefactor of s: 69.99 eV nm2
Stopping cross section S: 24.43 eV nm2
Same S: 2.443e-13 eV cm2
Atomic density N: 49.94 per nm3
Nuclear loss, fit: 1.220 keV/nm
Same loss: 1.220e+10 eV/cm
Nuclear loss, direct integral: 1.218 keV/nm
Fit minus integral at 10 keV: -0.03 %
Fit minus integral at 50 keV: +0.17 %
Fit minus integral at 200 keV: +0.81 %
Largest relative orbit-test error: 4.8e-11
Equal-eps test, relative difference: 3.1e-12
Cell-averaged loss: 1.218 keV/nm
Nuclear loss at 10 keV: 0.946 keV/nm
Nuclear loss at 25 keV: 1.137 keV/nm
Nuclear loss at 100 keV: 1.216 keV/nm
Ion speed / Bohr speed: 0.164
Electronic loss, estimate: 0.201 keV/nm
Electronic / nuclear loss: 16.5 %
Path 50 to 25 keV, nuclear only: 21.0 nm
Path 50 to 25 keV, with electronic: 18.4 nm
Standard deviation of loss in 1 nm: 4.15 keV
Path that loses the direction, at 50 keV: 258.1 nm
Channel centre to nearest rows: 0.1358 nm
Nuclear loss at [001] channel centre: 1.56 eV/nm
```
